# Does 4V/S give the Casimir length of every wire?

**The argument under review**

The manuscript considers heat carried by phonons along a thin wire at low temperature, where phonons are scattered by rough walls and hardly at all inside. Its central argument runs as follows.

> Phonons of speed \(v\) in a volume \(V\) with wall area \(S\) strike the walls at the rate \(vS/4V\) each. A diffuse wall erases the memory of direction, so this is the relaxation rate of the heat current. Hence \(\kappa=\tfrac13 Cv\Lambda\) with \(\Lambda=4V/S\). For a circular wire this gives the diameter \(D\), which agrees with the solution of the Boltzmann equation. The formula contains no reference to the circle, so it holds for any cross-section. A square wire of side \(w\) has \(\Lambda=w\), and it conducts as well, per unit area, as a circular wire of diameter \(D=w\).

The collision rate is right, and so is the result for the circle. The question is whether a collision rate fixes a conductivity. I therefore calculate \(\Lambda\) from the transport equation for both shapes, under the manuscript's own assumptions: a long wire of convex cross-section (area \(A\), perimeter \(P\), so that \(4V/S=4A/P\)), one isotropic phonon speed, no scattering inside, and walls that re-emit phonons isotropically at unchanged frequency.

**The length that the Boltzmann equation defines**

Let the temperature vary along the axis \(z\) with a small uniform gradient \(T'\), and let \(\theta\) be the angle between a phonon's velocity and the axis. Write the distribution as \(f_0(T(z))+g\), with \(f_0\) the Planck distribution. To first order in \(T'\), the steady Boltzmann equation along a ray with path coordinate \(l\) is

\[
v\frac{dg}{dl}=-v\cos\theta\,T'\frac{\partial f_0}{\partial T}.
\]

Integrating from the wall point where the ray began gives \(g=g_{\rm wall}-l\cos\theta\,T'\,\partial f_0/\partial T\). The wall emits the flux average of what reaches it. If \(g_{\rm wall}=0\), the arriving \(g\) is odd in \(\cos\theta\) and its average vanishes, so \(g_{\rm wall}=0\) is consistent.

The heat flux is the sum of \(\hbar\omega\,v\cos\theta\,g\) over all modes, averaged over the cross-section. Since the sum of \(\hbar\omega\,\partial f_0/\partial T\) is the heat capacity per volume \(C\), the flux equals \(-CvT'\langle l\cos^2\theta\rangle\). Comparison with \(\kappa=\tfrac13Cv\Lambda\) gives

\[
\Lambda=3\,\langle l\cos^2\theta\rangle ,
\]

averaged over interior points and isotropic directions. Projected on the cross-section, the path is \(s_0=l\sin\theta\), the in-plane distance to the wall. With \(\varphi\) the in-plane angle,

\[
\Lambda=\frac{3}{4\pi}\int_0^{2\pi}\!d\varphi\,\langle s_0\rangle_A\int_0^{\pi}\!\sin\theta\,\frac{\cos^2\theta}{\sin\theta}\,d\theta
=\frac38\int_0^{2\pi}\langle s_0\rangle_A\,d\varphi ,
\]

because the polar integral is \(\pi/2\). For a fixed direction, cut the cross-section into parallel chords of length \(s(p)\), with \(p\) the transverse coordinate. Each chord contributes \(\int_0^s s_0\,ds_0=s^2/2\), so

\[
\langle s_0\rangle_A=\frac1{2A}\int s^2\,dp .
\]

**Circle and rectangle**

For a disc of radius \(R\), \(s^2=4(R^2-p^2)\), and the integral over \(-R<p<R\) is \(16R^3/3\). Then \(\langle s_0\rangle_A=8R/(3\pi)=4D/(3\pi)\) for every direction, and

\[
\Lambda=\frac38\cdot2\pi\cdot\frac{4D}{3\pi}=D .
\]

The manuscript's check is confirmed.

Now take a rectangle \(a\times b\), with \(\varphi\) measured from side \(a\). For \(0\le\tan\varphi\le b/a\), the longest chords have length \(a/\cos\varphi\) and fill a strip of width \(b\cos\varphi-a\sin\varphi\). On either side, over a width \(a\sin\varphi\), the chord falls linearly to zero, which contributes one third of the full square. Thus

\[
\int s^2dp=\frac{a^2}{\cos^2\varphi}\Big[b\cos\varphi-a\sin\varphi+\tfrac23a\sin\varphi\Big]
=\frac{a^2b}{\cos\varphi}-\frac{a^3\sin\varphi}{3\cos^2\varphi}.
\]

Let \(d=\sqrt{a^2+b^2}\). The upper limit has \(\tan\varphi=b/a\) and \(1/\cos\varphi=d/a\). Since \(\int d\varphi/\cos\varphi=\operatorname{arsinh}(\tan\varphi)\) and \(\int\sin\varphi\,d\varphi/\cos^2\varphi=1/\cos\varphi\), this sector gives

\[
a^2b\,\operatorname{arsinh}\frac ba-\frac{a^2d-a^3}{3}.
\]

The rest of the quadrant follows by exchanging \(a\) and \(b\). The sum contains \(-(a^2+b^2)d/3=-d^3/3\). Four quadrants, the factor \(3/8\) and the factor \(1/(2ab)\) combine to \(3/(4ab)\), so

\[
\Lambda=\frac34\Big[a\operatorname{arsinh}\frac ba+b\operatorname{arsinh}\frac ab\Big]+\frac{a^3+b^3-d^3}{4ab}.
\]

For the square, \(a=b=w\), \(\operatorname{arsinh}1=\ln(1+\sqrt2)\) and \(d^3=2\sqrt2\,w^3\):

\[
\Lambda=\frac32\,w\Big[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\Big]=1.115\,w .
\]

The manuscript's value is \(w\). The true length is 11.5 percent above \(4V/S\); equivalently, \(4V/S\) is 10.3 percent below the true length. A direct numerical average of \(3l\cos^2\theta\) over points and directions gives 1.0000 for \(\Lambda/D\) and 1.1149 for \(\Lambda/w\).

**Where the collision-rate argument fails**

The quantity \(4V/S\) has a sound meaning. In a uniform isotropic gas of density \(n\), the flux on a wall is \(nv/4\). The collision rate per particle is therefore \((nv/4)S/(nV)=vS/4V\), and the mean flight between walls is \(\langle L\rangle=4V/S\). It is 1.0000 in the numerical average for both the disc of unit diameter and the unit square.

Heat conduction along the wire is, however, a random walk in \(z\). Let \(L_z\) be the axial part of a flight. A diffuse wall emits towards \(+z\) and \(-z\) with equal weight whatever came before, so the cross terms between different flights average to zero. After \(N\) flights \(\langle z^2\rangle=N\langle L_z^2\rangle\), and the time elapsed is \(N\langle L\rangle/v\). The diffusivity \(\langle z^2\rangle/2t\) must equal \(\kappa/C=v\Lambda/3\), hence

\[
\Lambda=\frac32\,\frac{\langle L_z^2\rangle}{\langle L\rangle}.
\]

A mean flight does not determine a mean square. The manuscript's step from rate to relaxation time amounts to assuming \(\langle L_z^2\rangle=\tfrac23\langle L\rangle^2\). That would hold if flights started in isotropic directions and had exponentially distributed lengths independent of direction, as with isotropic scattering inside a solid, for then \(\langle L_z^2\rangle=\tfrac13\langle L^2\rangle=\tfrac13\cdot2\langle L\rangle^2\). Flights between walls are not of this kind. The numerical average of \(L_z^2\) is 0.6667 \(D^2\) for the disc and 0.7433 \(w^2\) for the square; three halves of these values return 1.000 and 1.115.

To see why the rule works for the disc, separate the polar angle. Diffuse emission has a weight proportional to the cosine of the angle to the wall normal, which is \(\sin\theta\cos\varphi'\), with \(\varphi'\) the in-plane angle to the normal. Multiplied by the solid angle \(\sin\theta\,d\theta\,d\varphi'\), this gives \(\sin^2\theta\,d\theta\) times \(\cos\varphi'\,d\varphi'\). The second factor, with starting points uniform along the perimeter, describes random lines of uniform density in the plane. With \(s\) the chord that such a line cuts from the cross-section, \(L=s/\sin\theta\) and \(L_z=s\cos\theta/\sin\theta\), so

\[
\langle L\rangle=\langle s\rangle\frac{\int_0^\pi\sin\theta\,d\theta}{\int_0^\pi\sin^2\theta\,d\theta}=\frac4\pi\langle s\rangle,\qquad
\langle L_z^2\rangle=\langle s^2\rangle\frac{\int_0^\pi\cos^2\theta\,d\theta}{\int_0^\pi\sin^2\theta\,d\theta}=\langle s^2\rangle .
\]

Dividing \(\Lambda\) by \(\langle L\rangle=4V/S\) gives

\[
\frac{\Lambda}{4V/S}=\frac32\,\frac{\langle s^2\rangle}{\langle L\rangle^2}=\frac{3\pi^2}{32}\,\frac{\langle s^2\rangle}{\langle s\rangle^2}.
\]

The prefactor is 0.925. For the disc, \(\langle s^2\rangle=\tfrac23D^2\) and \(\langle s\rangle=\tfrac\pi4D\), so the chord ratio is \(32/(3\pi^2)=1.081\), the value that cancels the prefactor. The square with \(w=D\) has the same mean chord but a ratio of 1.205, so its chords are spread more widely about that mean. An equilateral triangle has 1.336, and its true length is 1.24 times \(4V/S\).

Since \(\langle s^2\rangle\ge\langle s\rangle^2\), the ratio \(\Lambda/(4V/S)\) cannot fall below 0.925 for a convex section. This is a bound, and I do not claim that any shape reaches it.

**A case where the error is not small**

The author applies the formula to "any cross-section", so a flat ribbon of width \(W\) and thickness \(t\ll W\) should be examined. In the rectangle formula put \(a=W\), \(b=t\). Then \(W\operatorname{arsinh}(t/W)\to t\), \(t\operatorname{arsinh}(W/t)\to t\ln(2W/t)\), and \(d^3\approx W^3+\tfrac32Wt^2\), so the last term tends to \(-\tfrac38t\). Together,

\[
\Lambda\to\frac34\,t\Big[\ln\frac{2W}{t}+\frac12\Big],\qquad \frac{4V}{S}\to2t .
\]

The logarithm comes from phonons that travel almost in the plane of the ribbon. For \(W/t=1000\) the true length is 6.08 \(t\) against 2.00 \(t\), a factor of 3.04, and the factor grows without limit as the ribbon widens. In a real film, scattering inside slows this growth when \(W\) is comparable with the internal mean free path, and ends it when \(W\) is several times longer.

If the author wants a simple substitute for compact shapes, the equal-area diameter \(2\sqrt{A/\pi}\) is better founded. In polar coordinates about an interior point \(\mathbf r\), \(\int s_0\,d\varphi=\int dA'/|\mathbf r-\mathbf r'|\), so

\[
\Lambda=\frac{3}{8A}\iint\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}.
\]

By the Riesz rearrangement inequality this double integral is largest, at fixed area, for the disc. Hence \(\Lambda\le2\sqrt{A/\pi}\). For the square the bound is 1.128 \(w\), which is 1.2 percent above the true length. For a ribbon it grows as \(\sqrt{Wt}\), much faster than the logarithm, and is useless as an estimate.

**The manuscript's comparison in numbers**

Take a square wire with \(w=100\) nm and a circular wire with \(D=100\) nm, both 10 µm long at 10 K, with \(v=6000\) m/s. For three branches of equal speed,

\[
C=\frac{3k_B}{2\pi^2}\Big(\frac{k_BT}{\hbar v}\Big)^3\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}
=\frac{2\pi^2}{5}k_B\Big(\frac{k_BT}{\hbar v}\Big)^3 ,
\]

since the integral is \(4\pi^4/15\). This gives 566.3 J/(m³ K). For the square,

\[
\kappa=\tfrac13(566.3)(6000)(111.5\times10^{-9})=0.126\ \text{W/(m K)},
\]

while \(4V/S=100\) nm gives 0.113 W/(m K), which is the correct value for the circular wire. The conductance \(\kappa A/L_{\rm wire}\), with \(L_{\rm wire}\) the wire length, is 126 pW/K for the square and 89 pW/K for the circle. Their ratio of 1.42 is the area ratio \(4/\pi\) times 1.115. The manuscript would predict the area ratio alone.

**Could the difference be seen in a real wire?**

These inputs are round values in the regime of a silicon nanowire at low temperature. Several neglected effects are small here. Contacts that emit like black bodies add a resistance of order \(4/(Cv)\) for unit area, the value for a wire without any scattering. It is to be compared with \(3L_{\rm wire}/(Cv\Lambda)\) for the long wire; the ratio \(4\Lambda/(3L_{\rm wire})\) is 1.5 percent, but this series sum misses flights that run far along the axis. Solving the finite circular wire with \(L_{\rm wire}=100D\) lowers the conductance by about 3 percent, so in the isotropic model the ends matter at the level of a few percent. An internal mean free path of 100 µm, a rough assumption, shortens \(\Lambda\) by 0.3 percent in the circular wire. Dispersion, modelled by a sine-shaped branch ending at 4.5 THz, raises \(\kappa\) by about 2 percent. The wave correction to the number of modes is of order 5 percent, but it scales as \(P/A\), which is the same for the two wires.

Two assumptions matter more. The first is that the walls are fully diffuse. In a circular wire a mirror reflection preserves the chord length and the axial direction. If a fraction \(p\) is reflected in this way, a phonon leaving the wall carries an effective earlier path \(X=p(X+L)\), so \(X=pL/(1-p)\). The mean path along the chord rises from \(L/2\) to \(\tfrac L2(1+p)/(1-p)\). A specularity of \(p=0.054\) is enough to imitate the whole excess of the square.

Specularity also depends on the angle of incidence. One estimate is \(p=\exp[-(4\pi\eta\mu/\lambda)^2]\), with \(\eta\) the rms roughness and \(\mu\) the cosine of the angle to the normal. With \(\eta=3\) nm and the wavelength at the peak of the thermal spectrum, 7.5 nm, \(p\) is about \(10^{-11}\) at normal incidence, which looks perfectly diffuse. Yet the estimate raises \(\Lambda\) of the circular wire by a factor of 5.1 if paths are cut off at 100 µm, and 2.5 if they are cut off at 10 µm, the length of the wire. These factors are for that one wavelength; averaged over the thermal spectrum they are about 5.9 and 2.8. The reason is that \(1-p\) vanishes as \(\mu^2\) at grazing incidence, so phonons nearly parallel to the axis survive many reflections. The estimate is doubtful at such angles, and these factors should be read as a warning about the assumption, not as predictions.

The second assumption is elastic isotropy. With rough elastic constants of silicon, and with the wire axis and the flat faces along cube axes, the group velocities of the slowest branch bunch strongly towards the axis, while those of the fastest branch turn away from it. On balance the lengths of an infinitely long wire become about 1.9 \(w\) for the square and 1.7 \(D\) for the circle. The focused modes make the ends matter more: cutting paths off at 10 µm lowers the square's value to about 1.8 \(w\). Both are defined by \(\kappa=\tfrac13C\bar v\Lambda\) with \(\bar v=\langle c^{-2}\rangle/\langle c^{-3}\rangle\), where \(c\) is the phase speed and the averages run over branches and directions. In this case \(4V/S\) fails for the circular wire as well. The ratio of the two shapes, about 1.1, is nearly unchanged for this orientation; I have no result for others.

**Recommendation**

The collision rate \(vS/4V\) may stand. The claim that \(4V/S\) is the Casimir length of any wire must be withdrawn, and the square wire should be given \(\Lambda=1.115\,w\) within the ideal diffuse, isotropic model. If the author wishes to compare shapes by experiment, the wires should share crystal orientation, surface treatment, length and temperature, since about five percent of specular reflection in the circular wire alone would hide the effect. The inputs and the main values used above are listed in the numerical output that follows.

## Numbers as computed

```
SHAPE (lengths in units of side w or diameter D)
disc: Lam/D, ray average              1.0000
square: Lam/w, ray average            1.1149
square: Lam/w, closed form            1.11495
true length above 4V/S                11.50 %
4V/S below true length                10.31 %
mean flight, disc and square          1.0000 1.0000
mean square axial flight, disc, sq.   0.6667 0.7433
prefactor 3 pi^2/32                   0.92528
<s^2>/<s>^2 disc                      1.0808
square: <s^2>/<s>^2, Lam/(4V/S)       1.205 1.115
4:1 rectangle: <s^2>/<s>^2, Lam/(4V/S)1.348 1.247
triangle: <s^2>/<s>^2, Lam/(4V/S)     1.336 1.237
4:1 rectangle: Lam/t, closed form     1.9951
1000:1 ribbon: Lam/t, limit formula   6.076 6.076
1000:1 ribbon: 4V/S over t            1.998
1000:1 ribbon: Lam/(4V/S)             3.041
square: equal-area diameter / w       1.1284
equal-area diameter above true Lam    1.20 %
EXAMPLE (rough silicon-like inputs)
side, length                          100 nm, 10 um
temperature, sound speed              10 K, 6000 m/s
heat capacity                         566.3 J/(m^3 K)
Casimir length, true and 4V/S         111.5, 100.0 nm
kappa, true                           0.1263 W/(m K)
kappa from 4V/S (also the disc)       0.1133 W/(m K)
conductance, true                     126.3 pW/K
conductance from 4V/S                 113.3 pW/K
conductance, disc D = 100 nm          88.9 pW/K
NEGLECTED EFFECTS
end resistance / wire resistance      1.49 %
assumed inner mean free path          100 um
loss of Lam by inner scattering       0.30 %
disc: gain at constant p = 0.05       1.1053
p that imitates the square's excess   0.0544
peak phonon wavelength                7.52 nm
rms roughness                         3 nm
specularity at normal incidence       1.2e-11
grazing specularity gain, cut 100 um  5.12
grazing specularity gain, cut 10 um   2.53
zone-edge frequency assumed           4.5 THz
dispersion, change of kappa           +2.2 %
edge term in mode count, size         4.8 %
c11, c12, c44 assumed                 166, 64, 80 GPa
density assumed                       2330 kg/m^3
cubic crystal [100]: square Lam/w     1.91
cubic crystal [100]: disc Lam/D       1.70
cubic crystal [100]: square/disc      1.12
```
